# Stability Domains in the Pourbaix Diagram from Planes and Their Envelope

An element M, different from oxygen and hydrogen, is in contact with water at temperature \(T\). It can be present as pure solids or dissolved ions. A species \(i\) has the formula \(\mathrm{M}_{a_i}\mathrm{O}_{b_i}\mathrm{H}_{h_i}^{z_i}\), where \(z_i\) is its charge in units of the elementary charge.

Water, protons and electrons can be exchanged with large reservoirs. Water has unit activity, the proton activity is \(10^{-\mathrm{pH}}\), and the electrode potential \(U\) is measured against the standard hydrogen electrode. Solids have activity \(\alpha_i=1\), and every ion is assigned the same chosen activity \(\alpha_i=c\).

The algebra uses atomic units, so the elementary charge is 1 and a potential is an energy per unit charge. Numbers are in eV and V. Formation free energies \(G_i\) refer to the elements, with \(G(\mathrm{H^+})=0\); \(G_w\) is that of water.

The example is a model element with these round parameters:

| Species | M | MO | M₂O₃ | M₃O₄ | M²⁺ | M³⁺ | HMO₂⁻ |
|---|---|---|---|---|---|---|---|
| \(G_i\) (eV) | 0 | −2.6 | −7.4 | −9.9 | −0.8 | 0 | −4.0 |

Further, \(c=10^{-6}\), \(T=298.15\) K, and \(G_w=-2.5\) eV, a rough rounded value.

## (a) The potential of one species

**Question.** Balance the formation of species \(i\) from M and water. Find its free energy per M atom as a function of pH and \(U\).

**Solution.** All oxygen comes from water, so \(b_i\) molecules are needed. They bring \(2b_i\) hydrogen atoms, of which \(h_i\) stay in the species and \(2b_i-h_i\) leave as protons. The left side is neutral, so the number \(\nu_e\) of released electrons obeys \(0=z_i+(2b_i-h_i)-\nu_e\). Hence

\[
a_i\mathrm{M}+b_i\mathrm{H_2O}\to \mathrm{M}_{a_i}\mathrm{O}_{b_i}\mathrm{H}_{h_i}^{z_i}+(2b_i-h_i)\mathrm{H^+}+(2b_i-h_i+z_i)\mathrm{e^-}.
\]

Per M atom, the numbers of released protons and electrons are

\[
p_i=\frac{2b_i-h_i}{a_i},\qquad n_i=p_i+\frac{z_i}{a_i}.
\]

Next come the reservoirs. Define \(s=k_BT\ln 10\). Then

\[
\mu_{\mathrm{H^+}}=k_BT\ln 10^{-\mathrm{pH}}=-s\,\mathrm{pH}.
\]

Raising the electrode potential lowers the energy of an electron, whose charge is \(-1\), so \(\mu_e=-U+C\). The standard hydrogen electrode fixes \(C\): at \(U=0\), pH 0 and unit H₂ activity, \(2\mathrm{H^+}+2\mathrm{e^-}\rightleftharpoons\mathrm{H_2}\) is in equilibrium. There \(\mu_{\mathrm{H^+}}=0\) and \(\mu_{\mathrm{H_2}}=0\), hence \(\mu_e=0\) and \(C=0\).

The free energy of the products minus that of the reactants, divided by \(a_i\), is

\[
\phi_i=\frac{G_i+k_BT\ln\alpha_i-b_iG_w}{a_i}+p_i\mu_{\mathrm{H^+}}+n_i\mu_e .
\]

Inserting the reservoir potentials gives

\[
\boxed{\phi_i=A_i-p_i\,s\,\mathrm{pH}-n_iU},\qquad
A_i=\frac{G_i+k_BT\ln\alpha_i-b_iG_w}{a_i}.
\]

At fixed \(T\) and \(\alpha_i\), this is a plane over the \((\mathrm{pH},U)\) plane. Its slopes count released protons and electrons; formation energies and activities enter through its height \(A_i\).

For the ions, \(k_BT\ln c=-0.355\) eV. Two intercepts are

\[
A_{\mathrm{MO}}=-2.6+2.5=-0.1\ \text{eV},\qquad
A_{\mathrm{HMO_2^-}}=-4.0-0.355+5.0=0.645\ \text{eV}.
\]

In the same way \(A=0\) for M, \(0.05\) for M₂O₃, \(0.0333\) for M₃O₄, \(-1.155\) for M²⁺ and \(-0.355\) for M³⁺, all in eV per M.

## (b) Which species is stable?

**Question.** Let M be distributed over several species. Minimise the free energy at fixed pH and \(U\), and find the shape of the region in which one species is stable.

**Solution.** Let \(w_i\ge0\) be the fraction of M atoms in species \(i\), with \(\sum_iw_i=1\). M is conserved, but oxygen, hydrogen and charge are exchanged with the reservoirs, whose free energies are already included in \(\phi_i\). With ion activities held at \(c\), the free energy per M atom is therefore linear:

\[
\Omega=\sum_iw_i\phi_i\ \ge\ \Big(\min_j\phi_j\Big)\sum_iw_i=\min_j\phi_j .
\]

Putting all M into a lowest species attains the bound. The equilibrium potential is thus

\[
\Phi(\mathrm{pH},U)=\min_j\phi_j(\mathrm{pH},U),
\]

the lower envelope of the planes. Species \(i\) is stable where its plane forms this envelope:

\[
D_i=\{(\mathrm{pH},U):\ \phi_i\le\phi_j\ \text{for all }j\}.
\]

Dropping the energy coordinate of a face of the envelope leaves \(D_i\). The stability domains are therefore the projected faces. Each condition \(\phi_i\le\phi_j\) is linear in pH and \(U\); for planes that are not parallel it selects a half-plane. An intersection of half-planes is convex, so no domain has a re-entrant corner.

The order of the domains is also restricted. At one pH, let \(i\) be stable at \(U_1\) and \(j\) at \(U_2>U_1\). Then

\[
\phi_i(U_1)\le\phi_j(U_1),\qquad \phi_j(U_2)\le\phi_i(U_2).
\]

Adding these and rearranging gives \(\phi_i(U_1)-\phi_i(U_2)\le\phi_j(U_1)-\phi_j(U_2)\), or

\[
n_i(U_2-U_1)\le n_j(U_2-U_1)\quad\Rightarrow\quad n_j\ge n_i .
\]

Raising \(U\) cannot lead to a species that has released fewer electrons. The same argument at fixed \(U\) shows that raising pH cannot lead to one that has released fewer protons.

## (c) Boundaries and their slopes

**Question.** Find the slope of the boundary between two species. When does it fall by 59 mV per pH unit?

**Solution.** On the boundary \(\phi_i=\phi_j\). With \(\Delta X=X_i-X_j\), this reads

\[
\Delta A=\Delta p\,s\,\mathrm{pH}+\Delta n\,U .
\]

For \(\Delta n\ne0\), solving for \(U\) gives

\[
U=\frac{\Delta A}{\Delta n}-s\frac{\Delta p}{\Delta n}\,\mathrm{pH},
\qquad
\boxed{\frac{dU}{d\,\mathrm{pH}}=-s\,\frac{\Delta p}{\Delta n}} .
\]

If \(\Delta n=0\) but \(\Delta p\ne0\), the boundary is vertical. If both vanish, the planes are parallel and have no boundary line.

At 298.15 K, \(s=0.05916\) eV \(=0.002174\) hartree, which corresponds to 59.16 mV per pH unit. The slope is \(-s\) when \(\Delta p=\Delta n\ne0\). Part (a) gives \(\Delta n=\Delta p+\Delta(z/a)\), so the condition is

\[
\Delta(z/a)=0\quad\text{and}\quad\Delta n\neq0 .
\]

The two species must carry the same charge per M atom and differ in oxidation state. Two neutral solids with different \(n\) satisfy this. A boundary between a neutral solid and an ion does not.

The example shows four kinds of line.

- **M/MO.** Here \(0=-0.1-2s\,\mathrm{pH}-2U\), so \(U=-0.05-s\,\mathrm{pH}\) in V. The slope is −59.16 mV per pH.
- **M²⁺/M₂O₃.** M₂O₃ has released three more protons and one more electron per M, so the slope is \(-3\times59.16=-177.48\) mV per pH.
- **M²⁺/MO.** Both have \(n=2\). The line is vertical at \(\mathrm{pH}=(-0.1+1.155)/(2\times0.05916)=8.92\).
- **HMO₂⁻/M₂O₃.** Both have \(p=3\). Then \(0.645-2U=0.05-3U\), and the line is horizontal at \(U=-0.595\) V.

Of the ten boundaries in the window \(0\le\mathrm{pH}\le14\), \(-1.2\le U\le1.6\) V, two have the 59 mV slope: M/MO and MO/M₂O₃. In the numerical output the slopes come from equilibria computed with atom and charge balance, without the plane formula.

Three domains can meet where three planes are equal. The lines M/MO and M²⁺/MO cross at pH 8.916 and \(U=-0.05-0.05916\times8.916=-0.5775\) V. The line M/M²⁺, at \(U=-1.155/2=-0.5775\) V, passes through the same point.

The slope depends on temperature through \(s\): at 373.15 K the value 59.16 becomes 74.04 mV per pH. The position of a line at that temperature would also require formation free energies for 373.15 K.

## (d) What the chosen ion activity means

**Question.** Interpret a solid–ion boundary and an ion–ion boundary. How do they depend on \(c\)?

**Solution.** Let \(\phi_i\) be the plane of an ion drawn for activity \(c\). At another activity \(\alpha\), its potential is \(\phi_i+(k_BT/a_i)\ln(\alpha/c)\). Equality with the potential \(\phi_S\) of a solid gives the equilibrium activity

\[
\alpha_{\mathrm{eq}}=c\,\exp\!\left[-\frac{a_i(\phi_i-\phi_S)}{k_BT}\right].
\]

On the boundary \(\alpha_{\mathrm{eq}}=c\). Inside the domain of the solid, every ion has an equilibrium activity below \(c\). The boundary is thus the contour on which the bordering ion reaches the chosen activity \(c\) over the solid.

For M²⁺ over M, lowering \(U\) by 59.16 mV raises \(\phi_i-\phi_S\) by \(2s\). The activity changes by \(e^{-2s/k_BT}=10^{-2}\), from \(10^{-6}\) to \(10^{-8}\). Direct minimisation of the ideal dilute free energy gives the same values.

Changing \(c\) to \(10^{-3}\) raises \(A_{\mathrm{M^{2+}}}\) by \(k_BT\ln10^3=3s\). Since the M/M²⁺ line is \(U=A_{\mathrm{M^{2+}}}/2\), it moves up by \(3s/2=0.089\) V, to −0.489 V.

Two mononuclear ions share one solution. Suppose their total activity is \(c\), with fractions \(w_i\). In an ideal dilute solution, equilibrium requires a common potential \(\lambda\):

\[
\phi_i+k_BT\ln w_i=\lambda
\quad\Rightarrow\quad w_i=e^{(\lambda-\phi_i)/k_BT}.
\]

The ratio is therefore \(w_i/w_j=e^{-(\phi_i-\phi_j)/k_BT}\). At the boundary the ions are equally abundant; it marks a change of predominance, not a phase transition. Both intercepts contain the same term \(k_BT\ln c\), which cancels in \(\Delta A\), so this line does not move when \(c\) changes; for M³⁺ and M²⁺ it stays at \(U=-0.355+1.155=0.800\) V. For M³⁺ and M²⁺, \(\Delta n=1\), so at 59.16 mV above the line the ratio is 10.

The condition \(\sum_iw_i=1\) also gives

\[
\lambda=-k_BT\ln\sum_ie^{-\phi_i/k_BT}.
\]

This is a rounded form of the lower envelope of the ions' planes. Where two ions are equal and others negligible, it lies \(k_BT\ln2\approx0.018\) eV below the planes. Far from the boundary, one exponential dominates and \(\lambda\to\min_i\phi_i\). The sharp corner between two ions thus depends on assigning activity \(c\) to each ion separately, rather than to their sum. In the chemical potential of M, a corner between a solid and an ion stays sharp in either case. The dissolved amount does not jump there. If the total amount of M would give activity \(c\) when fully dissolved, the dissolved fraction on the side of the solid is \(\alpha_{\mathrm{eq}}/c\) for a mononuclear ion, and it rises continuously to 1 at the boundary; 10 mV below the M/M²⁺ line it is \(e^{-0.020\,\mathrm{eV}/k_BT}=0.46\).

## (e) Species absent from the map

**Question.** Give a necessary and sufficient condition for species \(k\) to be nowhere strictly the lowest. Apply it to M₃O₄, and find out whether MO can disappear when \(c\) is lowered.

**Solution.** The condition is that there are weights \(\lambda_j\ge0\), \(\sum_{j\ne k}\lambda_j=1\), with

\[
\sum_j\lambda_jp_j=p_k,\qquad \sum_j\lambda_jn_j=n_k,\qquad \sum_j\lambda_jA_j\le A_k .
\]

It is sufficient because, at every point, \(\phi_k\ge\sum_j\lambda_j\phi_j\ge\min_{j\ne k}\phi_j\).

To show that it is necessary, suppose no such weights exist. Let \(P\) be the convex hull of the points \(v_j=(p_j-p_k,\,n_j-n_k,\,A_j-A_k)\), and let \(R\) be the ray \((0,0,r)\), \(r\le0\). By assumption they do not meet. As \(P\) is closed and bounded and \(R\) is closed, there are closest points \(u\in P\) and \(r_0\in R\). Set \(d=u-r_0\ne0\).

Moving from \(u\) towards any \(v\in P\) cannot shorten the distance, so \(d\cdot(v-u)\ge0\). Likewise \(d\cdot(r-r_0)\le0\) for every \(r\in R\). The choices \(r=0\) and \(r=2r_0\) give \(d\cdot r_0=0\). Hence \(d\cdot r\le0\) on \(R\), which means \(d_3\ge0\), and

\[
d\cdot v_j\ge d\cdot u=d\cdot(u-r_0)=|d|^2>0\quad\text{for all }j.
\]

If \(d_3>0\), choose \(s\,\mathrm{pH}=-d_1/d_3\) and \(U=-d_2/d_3\). Then \(\phi_j-\phi_k=d\cdot v_j/d_3>0\) for all \(j\). If \(d_3=0\), choose \((s\,\mathrm{pH},U)=-L(d_1,d_2)\); the differences are \(A_j-A_k+L\,d\cdot v_j\), all positive for large \(L\). In both cases \(k\) is strictly lowest somewhere, which completes the proof. It concerns the whole plane; a finite window may miss a domain.

For M₃O₄, \(p=n=8/3\). MO with weight 1/3 and M₂O₃ with weight 2/3 have the same slopes, since \((2+2\times3)/3=8/3\). Their combined intercept is \((-0.1+2\times0.05)/3=0\), below 0.0333 eV. M₃O₄ is absent, and its least height above the envelope is 0.0333 eV per M, reached on the MO/M₂O₃ boundary. This equals its energy above decomposition into the two oxides:

\[
\frac{-9.9-(-2.6-7.4)}{3}=0.0333\ \text{eV per M}.
\]

With \(G(\mathrm{M_3O_4})=-10.1\) eV instead, \(A=-0.0333\) eV. Write \(y=s\,\mathrm{pH}+U\). Equality with MO gives \(\tfrac23y=0.0667\), so \(y=0.10\) V; equality with M₂O₃ gives \(\tfrac13y=0.0833\), so \(y=0.25\) V. At pH 10, M₃O₄ is then stable from −0.492 to −0.342 V.

Ions can also displace a solid. MO has \(p=n=2\), as does the combination of M²⁺ (weight 1/3) and HMO₂⁻ (weight 2/3). Its intercept at \(c=10^{-6}\) is \((-1.155+2\times0.645)/3=0.045\) eV, which is 0.145 eV above MO. Each decade by which \(c\) is lowered reduces this distance by \(s\). After \(0.145/0.05916=2.45\) decades, at \(c\approx10^{-8.5}\), the domain of MO has closed: the acidic and alkaline dissolution lines have met. This value holds with activity \(c\) assigned to each ion separately. Let \(c^*=10^{-8.45}\) be the common activity of the two ions over MO at the pH where they are equal, and let \(x\) be 10 raised to the shift of pH from that value. Their total activity over MO is then \(c^*(x^{-2}+x)\), which is least at \(x=2^{1/3}\), where it equals \(1.89\,c^*\). If \(c\) denotes the total activity, the domain therefore closes earlier, at \(c\approx10^{-8.2}\).

## (f) Water and the reading of the map

**Question.** Where is water itself stable, and what does this imply for the metal M?

**Solution.** For H₂ at unit activity, \(2\mu_{\mathrm{H^+}}+2\mu_e=0\) gives \(U=-s\,\mathrm{pH}\). For oxygen, \(2\mathrm{H_2O}\to\mathrm{O_2}+4\mathrm{H^+}+4\mathrm{e^-}\) has zero free energy change when

\[
-2G_w-4s\,\mathrm{pH}-4U=0
\quad\Rightarrow\quad U=-\tfrac12G_w-s\,\mathrm{pH}.
\]

At pH 7 the lines lie at −0.414 V and 0.836 V, the latter with the rough \(G_w\). Between them water is stable against forming either gas at unit activity. Outside, the map assumes that water persists metastably.

The upper edge of the M domain consists of straight segments. At pH 0, 8.916, 12.594 and 14 it lies at −0.5775, −0.5775, −0.7950 and −0.9198 V. The hydrogen line there is at 0, −0.5275, −0.7450 and −0.8282 V, which is higher each time. Since both curves are straight between these points, M lies below the hydrogen line throughout the window. In this model M can therefore oxidise while hydrogen forms. On the hydrogen line the stable product is M²⁺ up to pH 8.92, then MO up to pH 12.59, and HMO₂⁻ beyond. M₂O₃ becomes stable only 0.15 V or more above this line, so forming it requires a stronger oxidant than water with hydrogen at unit activity. Where an oxide is the stable product, a solid layer may protect the metal, but the map contains no rates and cannot decide this.

The map is also limited to the listed species. Another ligand, a missing oxide or a solid solution adds new potentials. With a second metallic element, the ratio of the two elements must be conserved as well, and the minimum over single species in part (b) is no longer sufficient.

## Table of computed values

```
T = 298.15 K, kT = 0.025693 eV
s = kT ln10 = 0.059159 eV = 0.002174 hartree
59 mV slope: 59.16 mV per pH; at 373.15 K: 74.04 mV per pH
ion activity 1e-06, kT ln(activity) = -0.3550 eV
water formation energy (rough input) -2.5 eV
window: pH 0 to 14, U -1.2 to 1.6 V
species: G (eV), intercept (eV per M), p, n, share of window area
  M        0.0   0.0000 0.0000 0.0000 0.2021
  MO      -2.6  -0.1000 2.0000 2.0000 0.0188
  M2O3    -7.4   0.0500 3.0000 3.0000 0.5095
  M3O4    -9.9   0.0333 2.6667 2.6667 0.0000
  M2+     -0.8  -1.1550 0.0000 2.0000 0.2137
  M3+      0.0  -0.3550 0.0000 3.0000 0.0466
  HMO2-   -4.0   0.6450 3.0000 2.0000 0.0094
boundaries: ends (pH, U in V), slope found by bisection (mV per pH)
  M/MO: (8.916, -0.5775) (12.594, -0.7950) -59.16
  M/M2+: (0.000, -0.5775) (8.916, -0.5775) 0.00
  M/HMO2-: (12.594, -0.7950) (14.000, -0.9198) -88.74
  MO/M2O3: (8.916, -0.3775) (12.594, -0.5950) -59.16
  MO/M2+: (8.916, -0.5775) (8.916, -0.3775) vertical
  MO/HMO2-: (12.594, -0.7950) (12.594, -0.5950) vertical
  M2O3/M2+: (2.282, 0.8000) (8.916, -0.3775) -177.48
  M2O3/M3+: (2.282, 0.8000) (2.282, 1.6000) vertical
  M2O3/HMO2-: (12.594, -0.5950) (14.000, -0.5950) 0.00
  M2+/M3+: (0.000, 0.8000) (2.282, 0.8000) 0.00
boundaries with the 59 mV slope: 2 of 10
triple points: pH, U (V)
  M, MO, HMO2-: 12.594, -0.7950
  M, MO, M2+: 8.916, -0.5775
  MO, M2O3, HMO2-: 12.594, -0.5950
  MO, M2O3, M2+: 8.916, -0.3775
  M2O3, M2+, M3+: 2.282, 0.8000
M2+ activity over M on their boundary: 1.000e-06
M2+ activity over MO on their boundary: 1.000e-06
M2+ activity over M, 59.16 mV lower: 1.000e-08
M3+/M2+ ratio 59.16 mV above their boundary: 10.000
M/M2+ boundary at activity 1e-3: -0.4887 V, shift 0.0887 V
M3O4 least height above envelope: 0.0333 eV per M
M3O4 energy above MO + M2O3: 0.0333 eV per M
with G(M3O4) = -10.1 eV, its range at pH 10: -0.4916 to -0.3416 V
H2 line of water: 0.0000 V at pH 0, -0.4141 V at pH 7
O2 line of water: 1.2500 V at pH 0, 0.8359 V at pH 7
```
